# Return mapping and closed thermal loops in a kinematically hardening film

## A film whose stress is capped

Take a metal film bonded to a thick silicon wafer. It is stress free at 500 K, is cooled to 220 K, and is then cycled between 220 K and 420 K. The metal shrinks more than silicon on cooling, so the wafer holds it stretched. If the film stayed elastic, its stress would rise by 2.52 MPa for each kelvin of cooling. Suppose, as the simplest plastic law, that the magnitude of the stress cannot exceed 150 MPa and that any excess is removed by plastic flow.

Cooling by 280 K would give 705.6 MPa elastically, so the stress ends at the cap, +150 MPa. Heating by 200 K then lowers it by 504 MPa, to a trial value of \(150-504=-354\) MPa, which is cut back to −150 MPa. Cooling again gives \(-150+504=354\) MPa, cut back to +150 MPa. The film has returned to its earlier stress, and the next cycle must repeat this one.

Two features carry over to a film with linear kinematic hardening, where plastic flow moves the allowed interval without changing its width. The algorithm computes an elastic trial and then returns it to an allowed interval. The loop closes because being cut back to a limit erases the memory of what came before. With hardening the interval moves, and closure needs a proof.

## Reduction of the tensor problem

Tension is positive, strains are small, and the response does not depend on rate. The film is isotropic, with Young's modulus \(E\) and Poisson's ratio \(\nu\). Its in-plane stresses are both \(\sigma\), and the stress normal to its free face is zero. The wafer imposes the mechanical strain

\[
\varepsilon(T)=\Delta\alpha\,(T_{\rm ref}-T),\qquad \Delta\alpha=\alpha_{\rm film}-\alpha_{\rm Si},
\]

where \(T_{\rm ref}\) is the stress-free temperature. Cooling makes \(\varepsilon\) positive.

Let \(p\) be the in-plane plastic strain. Hooke's law for two equal stresses gives the elastic strain \((\sigma-\nu\sigma)/E\), so

\[
\sigma=M(\varepsilon-p),\qquad M=\frac{E}{1-\nu}.
\]

Plastic flow conserves volume, so the plastic strain tensor has principal values \((p,p,-2p)\). The mean stress is \(2\sigma/3\), and subtracting it from \((\sigma,\sigma,0)\) leaves the deviator \(\tfrac{\sigma}{3}(1,1,-2)\).

Linear kinematic hardening shifts the centre of the yield surface by a backstress tensor proportional to plastic strain. Prager's law writes it as \(\tfrac23 C\) times the plastic strain tensor. The factor \(\tfrac23\) makes \(C\) the plastic modulus of a uniaxial test: there the axial deviator is \(\tfrac23\sigma\), and subtracting \(\tfrac23Cp\) leaves \(\tfrac23(\sigma-Cp)\). In the film the difference is instead

\[
\frac{\sigma}{3}(1,1,-2)-\frac{2C}{3}\,p\,(1,1,-2)=\frac{\sigma-2Cp}{3}\,(1,1,-2).
\]

The von Mises measure is \(\sqrt{3/2}\) times the length of this vector. Since \(1+1+4=6\), it equals \(\sqrt{\tfrac32\cdot\tfrac69}\,|\sigma-2Cp|=|\sigma-2Cp|\). The yield condition is therefore

\[
|\sigma-a|\le\sigma_Y,\qquad a=Hp,\qquad H=2C.
\]

The biaxial plastic modulus is twice the uniaxial one. The flow direction is also proportional to \((1,1,-2)\), so the state never leaves this one-parameter family.

This reduction was tested against a three-dimensional radial return in which the thickness strain was solved for at every step to make the normal stress vanish. Over the first cooling and two cycles, with 25 steps per ramp, the in-plane stresses differed by at most \(1.2\times10^{-7}\) Pa.

## The return map

Given \(p_n\) and \(a_n\) at the old temperature and \(\varepsilon\) at the new one, first freeze the plastic strain:

\[
\sigma_{\rm tr}=M(\varepsilon-p_n),\qquad \xi_{\rm tr}=\sigma_{\rm tr}-a_n .
\]

If \(|\xi_{\rm tr}|\le\sigma_Y\), the trial state is accepted. Otherwise there is a plastic step \(\Delta p=m\lambda\), where \(\lambda>0\) and \(m=\pm1\) is the sign of the final \(\xi=\sigma-a\). Plastic flow lowers the stress by \(M\Delta p\) and raises the backstress by \(H\Delta p\), so \(\xi=\xi_{\rm tr}-(M+H)m\lambda\). The final state lies on the yield surface, \(\xi=m\sigma_Y\). Equating the two expressions gives

\[
\xi_{\rm tr}=m\,[\sigma_Y+(M+H)\lambda].
\]

The bracket is positive, so \(m=\operatorname{sign}\xi_{\rm tr}\). Taking magnitudes,

\[
\Delta p=\operatorname{sign}(\xi_{\rm tr})\,\frac{|\xi_{\rm tr}|-\sigma_Y}{M+H}.
\]

No iteration is needed. The algorithm for one temperature step is:

```
strain = dalpha*(T_ref - T)
trial  = M*(strain - p)
xi     = trial - a
excess = abs(xi) - sigma_Y
if excess > 0: dp = sign(xi)*excess/(M + H)
else:          dp = 0
p = p + dp;  a = a + H*dp;  sigma = trial - M*dp
```

During continued yielding \(\sigma-Hp\) stays at \(\pm\sigma_Y\). With constant parameters its differential vanishes: \(M(d\varepsilon-dp)-H\,dp=0\), so \(dp=M\,d\varepsilon/(M+H)\). Hence

\[
d\sigma=M\left(1-\frac{M}{M+H}\right)d\varepsilon=\frac{MH}{M+H}\,d\varepsilon .
\]

For \(H\to0\) this slope vanishes and the capped film returns. For \(H\to\infty\) it tends to \(M\), because plastic flow is suppressed.

## The same map as a clamp

Insert \(a_n=Hp_n\) into the elastic condition:

\[
-\sigma_Y\le M\varepsilon-(M+H)p_n\le\sigma_Y .
\]

Solving for \(p_n\) gives \(\ell\le p_n\le u\), with

\[
\ell=\frac{M\varepsilon-\sigma_Y}{M+H},\qquad u=\frac{M\varepsilon+\sigma_Y}{M+H}.
\]

If \(p_n<\ell\), then \(\xi_{\rm tr}>\sigma_Y\), and the update gives

\[
p_{n+1}=p_n+\frac{M\varepsilon-(M+H)p_n-\sigma_Y}{M+H}=\ell .
\]

If \(p_n>u\), the same algebra with the opposite sign gives \(p_{n+1}=u\). The return map thus leaves \(p\) alone inside \([\ell,u]\) and moves it to the nearer end otherwise. Such a map is called a clamp here.

## Why the loop closes

Apply a clamp onto \([\ell_1,u_1]\), then one onto \([\ell_2,u_2]\). There are two cases.

If the intervals overlap, put \(L=\max(\ell_1,\ell_2)\) and \(U=\min(u_1,u_2)\). A value in \([L,U]\) is changed by neither clamp. A value below \(L\) becomes \(\max(p,\ell_1)\) after the first clamp and \(\max(p,\ell_1,\ell_2)=L\) after the second; the upper limits do not act, since \(L\le U\). By the mirrored argument a value above \(U\) ends at \(U\). The pair is a clamp onto \([L,U]\).

If the intervals are disjoint, every value ends at the end of the second interval that faces the first. This is a clamp onto a single point.

By repetition, any finite sequence of return maps is one clamp. Let \(P\) be the clamp for a full temperature cycle. After one cycle \(p_1=P(p_0)\) lies in the target interval of \(P\), where \(P\) changes nothing, so

\[
p_2=P(p_1)=p_1 .
\]

The second cycle starts and ends with the same plastic strain, at the same temperature, and so with the same stress. Every later cycle repeats it. The first cycle may be open, because it can contain a transient from the initial state.

The proof did not use constant \(M\) or \(\sigma_Y\). They may depend on temperature, provided that \(a=Hp\) with fixed \(H\) and that the cycle repeats the same temperatures. This was tested with paths of 30 random temperatures in bands 200 K and 60 K wide. The modulus fell by 0.03 % and the yield stress by 0.05 % of their 300 K values per kelvin. For 41 initial plastic strains between −2 % and 2 %, a second pass changed the final plastic strain by less than \(10^{-13}\).

## Size of the loop, and the second limit

Let subscripts c and h denote the cold and hot ends, and let the parameters be constant. The elastic stress swing is \(S=M\Delta\alpha(T_{\rm h}-T_{\rm c})\). The hot interval lies wholly below the cold one when \(u_{\rm h}<\ell_{\rm c}\), that is, when

\[
M\varepsilon_{\rm h}+\sigma_Y<M\varepsilon_{\rm c}-\sigma_Y
\quad\Longleftrightarrow\quad S>2\sigma_Y .
\]

Then, from the second end visited onward, \(p\) equals \(u_{\rm h}\) at every hot end and \(\ell_{\rm c}\) at every cold end, whatever its initial value. The plastic strain range is

\[
\Delta p_{\rm c}=\ell_{\rm c}-u_{\rm h}=\frac{S-2\sigma_Y}{M+H}.
\]

If \(S\le2\sigma_Y\), the intervals overlap or touch. After the first cycle \(p\) stays fixed, and the loop collapses to an elastic line. This is shakedown. The position of the line can depend on the initial state, whereas a loop with plastic flow has lost that memory.

If the temperature reverses while the film is yielding, the film is then elastic until the stress has changed by \(2\sigma_Y\), which takes a temperature change of \(2\sigma_Y/(M\Delta\alpha)\). In tests starting from the cold end, a swing of 0.95 times this span gave no further plastic strain, and 1.05 times did.

The plastic work per unit volume of film in a cycle is \(W=2\oint\sigma\,dp\), with the factor 2 for the two in-plane directions. This is the energy dissipated. It is not the mechanical work done by the wafer, which involves the total strain, thermal expansion included. Since \(d\varepsilon=d\sigma/M+dp\) and the first part integrates to zero around a closed loop, \(W\) also equals \(2\oint\sigma\,d\varepsilon\). To evaluate it, write \(\sigma=Hp+\xi\); the term \(H\oint p\,dp\) vanishes. While \(p\) changes, \(\xi=\pm\sigma_Y\) with the sign of \(dp\), so each of the two plastic branches contributes \(\sigma_Y\Delta p_{\rm c}\). Thus

\[
W=4\sigma_Y\,\Delta p_{\rm c}=2\Delta\alpha\,A,\qquad A=-\oint\sigma\,dT .
\]

The second equality follows from \(d\varepsilon=-\Delta\alpha\,dT\). The area \(A\) is positive because the stress is higher on cooling than on heating.

## Worked cycle

The parameters are round values for a metallization film on silicon in chip-level temperature cycling: \(E=120\) GPa, \(\nu=1/3\), \(C=10\) GPa, \(\sigma_Y=150\) MPa and \(\Delta\alpha=17-3=14\) ppm/K. They give \(M=180\) GPa, \(H=20\) GPa and \(M+H=200\) GPa. The temperatures are those of the opening case.

**First cooling, 500 K to 220 K.** The strain is \(14\times10^{-6}\times280=0.392\) %, and the trial stress is 705.6 MPa. The excess is \(705.6-150=555.6\) MPa, so \(\Delta p=555.6/200\,000=0.2778\) %. The backstress becomes 55.56 MPa and the stress \(55.56+150=205.56\) MPa.

**Heating to 420 K.** The strain is 0.112 %, and the trial stress is \(180\,000\times(0.00112-0.002778)=-298.44\) MPa. Subtracting the backstress gives −354.00 MPa, an excess of 204 MPa. Then \(\Delta p=-0.1020\) %, the backstress falls to 35.16 MPa, and the stress is \(35.16-150=-114.84\) MPa.

**Cooling to 220 K.** The trial stress is 389.16 MPa, and \(389.16-35.16=354.00\) MPa again exceeds yield by 204 MPa. The plastic step is +0.1020 %, and the film returns to 205.56 MPa.

Here the loop is closed from the first arrival at 220 K, because the first cooling already drove \(p\) to \(\ell_{\rm c}\). Starting instead with plastic strains of −0.4 % or 0.6 %, and matching backstress, gave the same second loop to within 1 Pa. Both values lie outside the allowed interval at 500 K, so the first step cuts them back to its ends, −0.075 % and +0.075 %.

The elastic span is \(300/2.52=119\) K. On heating, the film yields at 339 K and −94 MPa. That is less than 150 MPa in magnitude because the elastic range is centred on the backstress: \(55.56-150=-94.44\) MPa. On cooling, it yields at 301 K and 185 MPa. The slope changes at these points from −2.52 to −0.252 MPa/K, the ratio being \(H/(M+H)=0.1\).

The dissipation is \(4\times150\times0.00102=0.612\) MJ/m³ per cycle. The loop area, 21 857 MPa K, gives the same value through \(2\Delta\alpha A\). Further values are in the numerical output below.

## Numerical error

**Step size.** On a heating or cooling ramp with constant parameters, \(\ell\) and \(u\) move in one direction. Suppose both rise and the initial \(p\) is admissible. Then \(u\) never reaches \(p\) from above, and the final value is the larger of the initial \(p\) and the final \(\ell\). One large step gives this same value, so the step error at the end of a ramp is zero in exact arithmetic. One step and 400 steps per ramp agreed at the turning points within 1 Pa.

This fails if a step jumps over a turning point. Missing the extreme temperature by \(\delta T\) while the film is yielding changes \(p\) by \(M\Delta\alpha\,\delta T/(M+H)\). For \(\delta T=0.25\) K this is \(3.2\times10^{-6}\), or 0.3 % of the plastic range. It shifts the next elastic branch by \(M\) times that amount, about 0.6 MPa, and can look like a failure to close. Turning points should therefore be nodes of the temperature grid.

**Rounding.** A clamp has slope 0 or 1, so \(|P(p)-P(q)|\le|p-q|\): an error in \(p\) is never amplified. If \(a\) is computed as \(Hp\) and each step adds at most \(\eta\), then \(N\) steps add at most \(N\eta\), and a yielding step discards the inherited part. The listing updates \(a\) separately. A rounding mismatch \(\delta=a-Hp\) then survives yielding and shifts the yielded \(p\) by \(-\delta/(M+H)\), but it is not amplified and grows at most in proportion to \(N\). The largest stress gap between the first and second loops was \(4.5\times10^{-8}\) Pa, about \(2\times10^{-16}\) of the peak stress.

**Loop area.** The trapezoidal rule is exact on straight segments. In a step of width \(h\) containing a slope change \(J\) at fraction \(\theta\), the chord misses the corner by \(J\theta(1-\theta)h\). The missed triangle has area \(J\theta(1-\theta)h^2/2\le Jh^2/8\). With \(h=0.5\) K and \(J=2.268\) MPa/K, the two yield corners contribute at most 0.14 MPa K, or \(7\times10^{-6}\) of the area.

**Input error.** The plastic range is a difference of larger numbers. At fixed \(M\), \(H\) and \(\sigma_Y\), a small relative error in \(\Delta\alpha\) is multiplied by \(S/(S-2\sigma_Y)=504/204\approx2.5\). Raising \(\Delta\alpha\) by 5 % indeed raises the range from 0.1020 % to 0.1146 %, or by 12 %. Near shakedown this factor diverges.

## Where closure fails

Let the yield surface grow instead of move: \(|\sigma|\le R\), with \(R\) increasing by \(H|\Delta p|\). After a reversal at magnitude \(R_k\), the trial magnitude is \(S-R_k\) and the excess is \(f_k=S-2R_k\). While \(f_k>0\), the plastic step is \(f_k/(M+H)\), so

\[
f_{k+1}=f_k-\frac{2Hf_k}{M+H}=\frac{M-H}{M+H}\,f_k .
\]

For the example the ratio is 0.8. The first two visits to 220 K give 205.56 and 222.28 MPa, a gap of 16.72 MPa. The stress path closes only in the limit, as \(R\) approaches \(S/2=252\) MPa and the loop becomes an elastic line.

Closure after one cycle also needs the kinematic law to be linear. With a saturating backstress, \(da=H\,dp-g\,a\,|dp|\) and \(g=50\), the first three visits to 220 K give 202, 199 and 195 MPa and the hundredth gives 160 MPa: the mean stress relaxes over many cycles.

In the film with linear kinematic hardening, creep in a hot dwell also breaks the closure after one cycle, because each dwell adds an inelastic strain that the return map does not contain. For diffusion along grain boundaries, the Coble estimate of the uniaxial strain rate is \(K\sigma\Omega\,\delta D/(k_BTd^3)\), with numerical factor \(K\), atomic volume \(\Omega\), boundary width times diffusivity \(\delta D\) and grain size \(d\). The in-plane deviator of the film is half the uniaxial one at equal \(\sigma\), so the rate is halved. At fixed total strain, \(\dot\sigma=-M\dot\varepsilon_{\rm creep}\), which gives exponential relaxation with time

\[
\tau=\frac{2k_BTd^3}{KM\Omega\,\delta D}.
\]

With the rough inputs in the numerical output, \(\tau\) is about \(2\times10^5\) s at 420 K. A hot dwell of 900 s relaxes a fraction \(q=0.46\) % of the stress. The creep strain is \(q\sigma_{\rm h}/M\), and the plastic slope \(MH/(M+H)\) turns it into a drift of magnitude \(qH|\sigma_{\rm h}|/(M+H)=0.053\) MPa per cycle at the cold end. For these inputs the drift is small in one cycle but cumulative. The hot-end stress shifts equally, so with creep confined to the hot dwell it decays exponentially towards zero, by a factor \(e\) every \((M+H)/(qH)\approx2200\) cycles. These figures are very sensitive to the inputs: a barrier lower by 0.1 eV gives \(q=7\) % and 0.8 MPa per cycle, and grains of 0.3 µm instead of 1 µm give \(q=16\) % and 1.8 MPa per cycle.

## The model beside a real film

The elastic and expansion values are typical in size for a metal film on silicon. The yield stress and hardening modulus are less certain, because they depend on thickness, grain size and any covering layer. With the other inputs fixed, a yield stress of 252 MPa or more would remove the steady loop altogether. For a strongly anisotropic metal such as copper, leaving out elastic anisotropy is a large omission. Treating its (100) and (111) grains as separate films with rough moduli of 115 and 260 GPa, at the same \(H\) and \(\sigma_Y\), gives plastic ranges of 0.016 % and 0.153 % instead of 0.102 %; real neighbouring grains also load one another. Equal \(\sigma_Y\) overstates this spread. The largest Schmid factors under equi-biaxial stress are 0.408 for (100) and 0.272 for (111), and yield stresses of 120 and 180 MPa, in the inverse ratio, give 0.061 % and 0.131 %. A yield stress falling from 156 MPa at 220 K to 141 MPa at 420 K moves the end stresses to 211 and −107 MPa and leaves the loop closed. Raising \(T_{\rm ref}\) by 50 K raises the cold-end stress by 12.6 MPa.

The wafer is not perfectly rigid and deforms slightly, but elastically. A film force \(\sigma h_f\) per unit width produces a surface stress \(\sigma h_f/h_s\) by compression and \(6(\sigma h_fh_s/2)/h_s^2=3\sigma h_f/h_s\) by bending. The resulting strain, relative to the film's elastic strain \(\sigma/M\), is \(4Mh_f/(M_sh_s)=0.53\) % for a 1 µm film on a 750 µm wafer with \(M_s=180\) GPa. The creep estimate omits dislocation creep and creep during ramps, so it does not bound the real drift. It also uses a bulk-polycrystal formula for a bonded film whose grains are as wide as it is thick; there the interface constrains diffusional flow, and the stress need not relax to zero. Narrow lines embedded in dielectric are not equi-biaxially stressed and need the full tensor calculation.

## Table of computed values

```
Young modulus E: 120 GPa
Poisson ratio: 0.3333 (no unit)
biaxial modulus M: 180.0 GPa
uniaxial plastic modulus C: 10.0 GPa
biaxial plastic modulus H: 20.0 GPa
yield stress: 150 MPa
expansion film, Si, mismatch: 17.0, 3.0, 14.0 ppm/K
T_ref, T_min, T_max: 500, 220, 420 K
first cooling to 220 K: strain 0.3920 %, trial stress 705.60 MPa
  trial minus backstress 705.60 MPa, excess 555.60 MPa
  plastic step 0.2778 %, plastic strain 0.2778 %
  stress 205.56 MPa, backstress 55.56 MPa
heating to 420 K: strain 0.1120 %, trial stress -298.44 MPa
  trial minus backstress -354.00 MPa, excess 204.00 MPa
  plastic step -0.1020 %, plastic strain 0.1758 %
  stress -114.84 MPa, backstress 35.16 MPa
second cooling to 220 K: strain 0.3920 %, trial stress 389.16 MPa
  trial minus backstress 354.00 MPa, excess 204.00 MPa
  plastic step 0.1020 %, plastic strain 0.2778 %
  stress 205.56 MPa, backstress 55.56 MPa
largest gap, cycle 1 to cycle 2: 4.5e-08 Pa
largest difference from 3D return: 1.2e-07 Pa
thermal stress swing if elastic: 504.00 MPa
elastic temperature span: 119.05 K
yield on heating: 339.05 K at -94.44 MPa
yield on cooling: 300.95 K at 185.16 MPa
elastic slope: -2.520 MPa/K
plastic slope: -0.252 MPa/K
plastic strain range: 0.1020 %
loop area: 21857 MPa K
dissipation per cycle: 0.612 MJ/m3
isotropic, T_min visits 1, 2: 205.56, 222.28 MPa; gap 16.72 MPa
isotropic ratio of plastic steps: 0.800 (no unit)
grain moduli soft, stiff: 115, 260 GPa
  plastic ranges: 0.0163, 0.1529 %
plastic range, mismatch up 5 %: 0.1146 %
softening yield at T_min, T_max: 156.0, 141.0 MPa
  end stresses 210.96, -106.74 MPa; gap 8.9e-08 Pa
T_min stress change, T_ref up 50 K: 12.60 MPa
film, wafer thickness: 1, 750 um; Si biaxial modulus 180 GPa
substrate compliance correction: 0.53 %
creep inputs: grain 1 um, atomic volume 1.2e-29 m3, Coble factor 50
  boundary width times D0 5e-15 m3/s, barrier 1.08 eV
relaxation time at T_max, T_ref: 2.0e+05, 2.0e+03 s
dwell 900 s at T_max: stress relaxed 0.46 %
creep drift of T_min stress per cycle: 0.053 MPa
```
